# Magnetoresistance of Inelastic Cotunnelling Through a Ferromagnetic Island, part 2

A magnetic island lies between leads $L$ and $R$ whose magnetisations are fixed and parallel. The island is parallel to both leads in configuration P ($m=+1$) and reversed in AP ($m=-1$). The problem is to find the magnetoresistance $M=I_P/I_{AP}-1$ at fixed bias $V$ and temperature $T$.

Here $e>0$, $f(\varepsilon)=1/(e^{\varepsilon/kT}+1)$, and level energies are measured from the Fermi level of their own electrode. Spin $\sigma=\pm1$ is majority or minority in the leads. With $j=L,R$, the densities of states per unit energy are

$$
D_{j\sigma}=\frac{D_j}{2}(1+\sigma P),\qquad
N_\sigma=\frac{N}{2}(1+\sigma mP_I),
$$

where $P$ and $P_I$ are the tunnelling polarisations of leads and island; $P_I=P$ below unless stated. With $|t_j|^2$ the mean square matrix element, the junction conductances are

$$
G_{j\sigma}=\frac{2\pi e^2}{\hbar}|t_j|^2D_{j\sigma}N_\sigma . \tag{1}
$$

$$
G_j=G_{j0}(1+mPP_I),\qquad
G_{j0}=\frac{\pi e^2}{\hbar}|t_j|^2D_jN . \tag{2}
$$

One junction alone gives

$$
M_1=\frac{1+PP_I}{1-PP_I}-1=\frac{2PP_I}{1-PP_I}. \tag{3}
$$

At zero bias, adding an island electron costs $E_1$ and removing one costs $E_2$. With equal junction capacitances, bias lowers these to $E_1-eV/2$ and $E_2-eV/2$. Inelastic cotunnelling from $L$ to $R$ leaves excitations $a$ (lead $L$ and island) and $b$ (island and lead $R$), with $a+b=eV$. Its amplitude is

$$
A=-t_Lt_R^*\left[\frac{1}{E_1-eV/2+a}+\frac{1}{E_2-eV/2+b}\right]. \tag{4}
$$

The rate is

$$
\Gamma_+=\frac{\hbar}{2\pi e^4}
\left(\sum_\sigma G_{L\sigma}\right)
\left(\sum_{\sigma'}G_{R\sigma'}\right)K_+
=\frac{\hbar}{2\pi e^4}G_LG_RK_+. \tag{6}
$$

$K_+$ integrates the occupation factors and the squared bracket of (4) under energy conservation. The reverse rate $\Gamma_-$ has $K_-$ instead, and $I=e(\Gamma_+-\Gamma_-)$. Hence

$$
M=\frac{(1+PP_I)^2-(1-PP_I)^2}{(1-PP_I)^2}
=\frac{4PP_I}{(1-PP_I)^2}. \tag{8}
$$

Explicit counts of final states with a few levels per electrode agree with (8). For antiparallel leads, where (8) does not apply, such a count gives an island spin gain of 0.6 per event.

## Current, competing processes and a worked device

The symbols carried over are these. $P$ is the common tunnelling polarisation of leads and island, and $m=+1$ or $-1$ marks the island parallel (P) or reversed (AP). The junction conductances are $G_j=G_{j0}(1+mP^2)$. Adding or removing an island electron costs $E_1$ or $E_2$ at zero bias. The cotunnelling rate is $\Gamma_+=\hbar G_LG_RK_+/(2\pi e^4)$, which led to $M=4P^2/(1-P^2)^2$; one junction alone has $M_1=2P^2/(1-P^2)$. The energy integral $K_+$ was not needed for the ratio, but it sets the current and shows when other processes compete.

An electron-hole pair of total excitation energy $a$ has the weight

$$
\gamma(a)=\int d\varepsilon\,f(\varepsilon)[1-f(\varepsilon+a)] .
$$

Since $f(\varepsilon+a)[1-f(\varepsilon)]=e^{-a/kT}f(\varepsilon)[1-f(\varepsilon+a)]$, subtraction of this reversed product gives

$$
f(\varepsilon)-f(\varepsilon+a)
=(1-e^{-a/kT})f(\varepsilon)[1-f(\varepsilon+a)] .
$$

The integral of the left side is $a$, and therefore

$$
\gamma(a)=\frac{a}{1-e^{-a/kT}} . \tag{10}
$$

One pair is shared by $L$ and the island, the other by the island and $R$. Energy conservation fixes the second excitation at $eV-a$. For $eV$ and $kT$ much smaller than $E_1$ and $E_2$, the bracket in the amplitude becomes $S=1/E_1+1/E_2$, and $K_+=S^2F(eV)$ with

$$
F(x)=\int_{-\infty}^{\infty}da\,\gamma(a)\gamma(x-a).
$$

The current needs $F(x)-F(-x)$. From (10), $\gamma(-a)=e^{-a/kT}\gamma(a)$. Changing $a$ to $-a$ in $F(-x)$ then gives $F(-x)=e^{-x/kT}F(x)$, so the difference is $(1-e^{-x/kT})F(x)$.

Let $n(a)=1/(e^{a/kT}-1)$, and put $u=e^{-a/kT}$ and $w=e^{-(x-a)/kT}$, whose product is $uw=e^{-x/kT}$. Then

$$
\frac{1-uw}{(1-u)(1-w)}
=\frac1{1-u}+\frac1{1-w}-1
=1+n(a)+n(x-a),
$$

where the last step uses $1/(1-u)=1+n(a)$. It follows that

$$
F(x)-F(-x)=\int_{-\infty}^{\infty}da\,a(x-a)[1+n(a)+n(x-a)] .
$$

Take $x>0$. For negative argument $n(-|a|)=-1-n(|a|)$. The part of the square bracket that survives at zero temperature is thus one for $0<a<x$ and zero elsewhere. It contributes

$$
\int_0^x a(x-a)\,da=\frac{x^3}{2}-\frac{x^3}{3}=\frac{x^3}{6}.
$$

The thermal part of $n(a)$ is $\operatorname{sgn}(a)\,n(|a|)$. Its factor is $a(x-a)\operatorname{sgn}(a)=x|a|-a|a|$, whose second term is odd and integrates to zero. The first gives

$$
2x\int_0^\infty\frac{a\,da}{e^{a/kT}-1}
=2x(kT)^2\sum_{r=1}^{\infty}\frac1{r^2}
=\frac{\pi^2(kT)^2x}{3}.
$$

The substitution $a\to x-a$ shows that the thermal part of $n(x-a)$ contributes the same amount. Adding the three pieces,

$$
F(x)-F(-x)=\frac{x}{6}\left[x^2+(2\pi kT)^2\right].
$$

With $x=eV$ and $I=e(\Gamma_+-\Gamma_-)$, the current is

$$
I=\frac{\hbar G_LG_R}{12\pi e^2}S^2
\left[(eV)^2+(2\pi kT)^2\right]V . \tag{11}
$$

The thermal term leaves a linear conductance proportional to $T^2$; at higher bias the current grows as $V^3$. Both reflect the number of electron-hole pairs that energy conservation allows.

Keeping the bias and excitation energies in the denominators corrects (11) without changing the spin ratio. For $E_1=E_2=E$ and zero temperature, set $u=a-eV/2$. The bracket is

$$
\frac1{E+u}+\frac1{E-u}=\frac{2E}{E^2-u^2},
$$

and its square is $(4/E^2)(1+2u^2/E^2)$ to second order. The weight $a(eV-a)=(eV)^2/4-u^2$ gives $u^2$ the mean $(eV)^2/20$. The relative correction to the current is thus $(eV)^2/(10E^2)$. Close to the blockade threshold the denominators approach zero, and this second-order treatment fails.

Elastic cotunnelling competes at low bias and temperature. One electron passes through a virtual island level and leaves the island unexcited. Paths through different levels now reach the same final state, so their amplitudes interfere. If their phases are random, the mean squared amplitude is the sum of the squares. Empty levels enter through $E_1$ and filled levels through $E_2$:

$$
N_\sigma\left[\int_0^\infty\frac{d\varepsilon}{(E_1+\varepsilon)^2}
+\int_0^\infty\frac{d\varepsilon}{(E_2+\varepsilon)^2}\right]
=N_\sigma S .
$$

The initial and final lead states supply $D_{L\sigma}D_{R\sigma}eV$ at small bias. Expressing the matrix elements through the conductances leaves one factor of $N_\sigma$ in the denominator:

$$
I_{el}=\frac{\hbar}{2\pi e^2}S V\sum_\sigma\frac{G_{L\sigma}G_{R\sigma}}{N_\sigma}. \tag{12}
$$

Its spin dependence is that of $D_{L\sigma}D_{R\sigma}N_\sigma$:

$$
\sum_\sigma(1+\sigma P)^2(1+\sigma mP)=2(1+P^2+2mP^2).
$$

This is $2(1+3P^2)$ in P and $2(1-P^2)$ in AP, so

$$
M_{el}=\frac{1+3P^2}{1-P^2}-1=\frac{4P^2}{1-P^2}. \tag{13}
$$

In this model the elastic value is smaller than the inelastic one by the factor $1-P^2$. Unlike (8), which needs only the conductances, (13) relies on the island level densities $N_\sigma$ themselves having the tunnelling polarisation. A count with $P=1/3$, averaged over 1500 sets of random signs for each configuration, gave 0.459 where (13) gives 0.500. The current ratios 1.459 and 1.500 differ by about 3 %, within the 10 % allowed for sampling in this loose test.

Above threshold, or with enough thermal energy, electrons hop sequentially. Each real hop has a rate proportional to one junction conductance. Reversing the island scales both conductances, and hence all rates, by the same factor. The charge-state probabilities do not change and the current scales by that single factor, giving $M_1$. A charge master equation at 200 mV and 4.2 K, with the charging energies of the device below and one junction three times as conducting as the other, gives 0.3810 for $P=0.4$, as (3) does.

The worked device is modelled loosely on a cobalt island in aluminium oxide between cobalt leads. Its junction resistance is assumed, not derived from the barrier. The parameters are $P=0.4$, $G_{L0}=G_{R0}=1/(1\ \mathrm{M}\Omega)$, $E_1=E_2=40$ meV, $V=20$ mV and $T=4.2$ K. The blockade threshold is 80 mV. The conductance of each junction is $1.16\ \mu\mathrm S$ in P and $0.84\ \mu\mathrm S$ in AP.

The thermal energy $2\pi kT$ is 2.27 meV, so

$$
S^2[(eV)^2+(2\pi kT)^2]
=\left(\frac{2}{40}\right)^2(20^2+2.27^2)\approx1.013 .
$$

Because $\hbar/(12\pi)=h/(24\pi^2)$ and $hG_P/e^2=0.0299$, equation (11) gives

$$
I_P\approx\frac{0.0299}{24\pi^2}(1.16\ \mu\mathrm S)(20\ \mathrm{mV})(1.013)
\approx2.97\ \mathrm{pA}.
$$

In AP the current is $(0.84/1.16)^2$ times this, or 1.56 pA. The resistances are 6.73 and 12.84 G$\Omega$. The magnetoresistance is

$$
M=\frac{4(0.16)}{(0.84)^2}=0.907,
$$

or 91 %, against 38 % for a single junction. Their ratio is $2/(1-P^2)=2.38$.

The neglected effects do not all matter equally. The denominator correction estimated above is $(20/40)^2/10=2.5$ %. Numerical integration at the working temperature raises $I_P$ by 2.75 % relative to (11) and leaves $M$ at 0.907. For a cylindrical island 4 nm in diameter and 3 nm high, with an assumed 90 atoms per nm$^3$ and two states per eV per atom, the mean level spacing is 0.147 meV. Equation (12) then gives elastic currents of 0.143 pA in P and 0.081 pA in AP, about 5 % of the inelastic ones. Including them lowers $M$ to 0.900. Both the size and the sign of this shift depend on the assumed $N_\sigma$. Two states per eV per atom is the size of a total density of states, which in cobalt is richer in minority spin. If the same conductances are kept but this total is split as 0.4 majority and 1.6 minority, (12) gives an elastic share of 16 % in P and $M_{el}=3.4$, and the combined $M$ rises to 1.07. If instead fewer island states take part in tunnelling, the effective spacing is larger: a free-electron density of 0.2 states per eV per atom with polarisation $P$ gives a share of 47 % and $M=0.86$. At 3.1 meV the elastic and inelastic P currents would be about equal, but the spectrum is then no longer dense at 20 mV, and for evenly spaced levels the inelastic $M$ itself varies between about 0.86 and 1.05 with the level positions.

Sequential current is negligible at 4.2 K: its ratio to the inelastic current is about $10^{-32}$. With the bias held at 20 mV, the two become equal in P near 39 K. The magnetoresistance of their sum is then 0.60, as follows from

$$
\frac{2}{1/1.907+1/1.381}-1\approx0.60 .
$$

This crossover is an estimate, because $2\pi kT$ is no longer small compared with the entry cost of 30 meV. At 300 K the charging energy is 1.5 $kT$, and the blockade assumption has failed.

Spin-flip tunnelling also lowers $M$. If a share $s$ of tunnelling probability flips spin without interference, each junction has

$$
(1-s)(1+mP^2)+s(1-mP^2)=1+m(1-2s)P^2 .
$$

The product $P^2$ in the final formula is therefore replaced by $(1-2s)P^2$. A share of 5 % lowers $M$ to 0.79. This also limits the growth as $P\to1$: without flips the AP current vanishes and $M$ diverges, whereas for $P=1$ and $s>0$ the formula gives $(1-2s)/s^2$. For small $P$ and $s=0$, $M$ approaches $4P^2$, twice the single-junction value.

For a real cobalt and aluminium oxide device, a tunnelling polarisation near 0.4 is a rough typical value, and charging energies of tens of meV suit islands a few nanometres wide. The assumed 40 meV corresponds to a total capacitance of 2.0 aF. Two parallel-plate capacitors, one for each barrier, with the circular area of the island, relative permittivity 9 and thickness 1.5 nm, add up to 1.3 aF without fringing, so the choice is plausible but not derived from the geometry. The assumed resistance of 1 M$\Omega$ is low for such a barrier. A WKB estimate for a rectangular barrier with unit prefactor, a height of 1 eV and an effective mass of 0.4 electron masses gives about 100 M$\Omega$ for this area at 1.5 nm, and 1 M$\Omega$ only near 0.9 nm. Exact matching to free-electron electrodes lowers the first figure to 25–35 M$\Omega$ and moves the second to about 1.05 nm, so only the order of magnitude is meaningful. At 100 M$\Omega$ the cotunnelling current would be $10^4$ times smaller and the crossover to sequential hopping would fall to about 25 K, while $M$ at 4.2 K would stay the same. The barrier field is 0.07 MV/cm, far below the rough breakdown scale of several MV/cm. Spin flips lower the signal, and so does heating once sequential hopping sets in: with the assumed 1 M$\Omega$, the cases above move $M$ from 0.91 to 0.79 for 5 % spin flips, and to about 0.60 at 39 K. With an assumed anisotropy of 0.4 MJ/m$^3$, the barrier against reversal of the island moment is 260 $kT$ at 4.2 K but 3.6 $kT$ at 300 K. At room temperature this island would therefore be unsuitable for stable storage even if its charging energy were larger.

A magnetic field of 0.2 T, taken as an example, brings a Zeeman energy of 12 $\mu$eV per electron spin. Shifting $E_1$ and $E_2$ oppositely by this amount changes the current by a relative $2\times10^{-7}$, because the linear terms cancel when the two energies are equal. Higher orders in tunnelling are governed by the small coupling $hG_P/e^2=0.03$, though this number alone does not give the size of their correction. The mean time between events in P is 54 ns, and the use of equilibrium occupations requires the electron-hole pair left by one event to relax within that time.

For a calculation of this kind, with parallel leads of equal polarisation, squaring the junction ratio is justified when $hG_j/e^2$ is small, the island level spacing of each spin is small compared with the larger of $eV$ and $kT$, the bias is well below threshold, and both the sequential and the elastic currents are small compared with the inelastic one. It is not enough that $kT$ is several times smaller than the remaining charging cost: in the device above, the sequential and inelastic currents are already equal when that cost is about nine times $kT$. For equal charging energies the ratio of elastic to inelastic current in the P configuration follows from (11) and (12). There $G_{j\sigma}=G_{j0}(1+\sigma P)^2/2$ and $N_\sigma=N(1+\sigma P)/2$, so the spin sum in (12) is $G_{L0}G_{R0}(1+3P^2)/N$, and

$$
\frac{I_{el}}{I}
=\frac{3E(1+3P^2)}{N(1+P^2)^2[(eV)^2+(2\pi kT)^2]} .
$$

With $1/N=0.147$ meV this gives 0.048 for the device, in agreement with the two currents found above. Lowering the bias to protect the blockade therefore has a cost: once $eV$ is well above $2\pi kT$, halving it makes the elastic share up to four times larger. The numerical output lists the main values for the device.

## Computed values

```
State count: P_lead=0.3333, P_island=0.3333, MR=0.5625
State count: P_lead=0.5000, P_island=0.5000, MR=1.7778
State count: P_lead=0.3333, P_island=0.5000, MR=0.9600
Antiparallel leads: island spin per event = 0.6000 (flips of one electron spin = 2)
Elastic state count, P=1/3: sampled MR = 0.459, formula = 0.500
Polarisation P = 0.40
Junction resistance scale R0 = 1.00 Mohm
Charging energies E1 = E2 = 40.0 meV
Bias = 20.0 mV; blockade threshold = 80.0 mV
Temperature = 4.2 K; kT = 0.3619 meV
2 pi kT = 2.274 meV
Junction conductance, P = 1.160 uS; AP = 0.840 uS
Cotunnelling current, P = 2.9706 pA
Cotunnelling current, AP = 1.5577 pA
Resistance, P = 6.733 Gohm; AP = 12.839 Gohm
Cotunnelling MR = 0.9070 = 90.70 %
Single-junction MR = 0.3810 = 38.10 %
Enhancement over single junction = 2.3810
MR normalised to R_AP = 0.4756
Sequential MR above threshold (200 mV) = 0.3810
Current with full denominators, P = 3.0523 pA (change 2.75 %)
MR with full denominators = 0.9070
Island diameter = 4.0 nm; height = 3.0 nm; volume = 37.7 nm^3
Assumed atoms = 90 per nm^3; states = 2.0 per eV per atom
Mean level spacing, both spins = 0.1474 meV
Elastic current, P = 0.1426 pA; AP = 0.0809 pA
Elastic/inelastic, P = 0.0480; AP = 0.0520
Elastic MR = 0.7619; combined MR = 0.8999
Level spacing for equal elastic and inelastic P currents = 3.070 meV
Sequential/inelastic current at 4.2 K = 1.47e-32
Sequential crossover temperature = 39.4 K
MR of inelastic plus sequential there = 0.6019
Charging energy/kT at 300 K = 1.547
Higher-order coupling h G_P/e^2 = 0.0299
Spin-flip share = 0.05; resulting MR = 0.7861
Field = 0.20 T; Zeeman shift = 11.58 ueV; relative current change = 1.7e-07
Barrier thickness = 1.5 nm; field = 0.0667 MV/cm
Capacitance from charging energy = 2.003 aF
Two-plate estimate, permittivity 9 = 1.335 aF (no fringing)
Mean time between P events = 53.9 ns
Virtual-state time hbar/E = 16.46 fs
Assumed anisotropy = 0.40 MJ/m^3; barrier/kT at 4.2 K = 260.1; at 300 K = 3.64
```
